# Computing the Thermal Reversal Rate of an Axial Macrospin: verification in Python

```python
"""Slowest relaxation rate of an axial macrospin from a Legendre band matrix.

Result under test: for x = cos(theta), energy/kT = U = -sigma*(x^2 + 2*h*x),
  dP/dt = D d/dx[(1-x^2)(dP/dx + U' P)]
becomes a five-band system for the moments c_l = <P_l>. Its smallest nonzero
eigenvalue lam (in units of D) tends at h = 0 to Brown's high-barrier value
  lam_B = 4 sigma^(3/2) exp(-sigma)/sqrt(pi), with lam/lam_B = 1 - 1/sigma - ...
sigma: barrier/kT; h: axial field/anisotropy field; D: rotational diffusion rate,
D = alpha kT/((1+alpha^2) hbar S); alpha: damping; S: spin length in hbar.
"""
import numpy as np
from mpmath import mp, mpf
from numpy.polynomial import Legendre, Polynomial
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.special import eval_legendre, jn_zeros, jnp_zeros, jv, jvp

mp.dps = 100


def legendre_bands(sigma, h, l_max):
    """bands[k][l] is the entry (l, l+k) of minus the operator."""
    bands = {k: [] for k in range(-2, 3)}
    for l in range(l_max + 1):
        a = l * (l + 1)
        bands[0].append(a * (1 - 2 * sigma / ((2*l - 1) * (2*l + 3))))
        bands[-1].append(-2 * sigma * h * a / (2*l + 1))
        bands[1].append(2 * sigma * h * a / (2*l + 1))
        bands[-2].append(-2 * sigma * a * (l - 1) / ((2*l + 1) * (2*l - 1)))
        bands[2].append(2 * sigma * a * (l + 2) / ((2*l + 1) * (2*l + 3)))
    return bands


def slowest_rate(sigma, h=0, l_max=None):
    """Inverse iteration in extended precision; l = 0 is left out."""
    sigma, h = mpf(sigma), mpf(h)
    if l_max is None:
        l_max = int(4 * sigma) + 40
    b = legendre_bands(sigma, h, l_max)
    factor = {}
    for l in range(l_max, 0, -1):
        for s in (1, 2):
            row = l - s
            if row < 1:
                continue
            q = b[s][row] / b[0][l]
            factor[l, s] = q
            for t in (1, 2):
                if l - t >= 1:
                    b[s - t][row] -= q * b[-t][l]
    v = [mpf(0)] * (l_max + 1)
    v[1] = mpf(1)
    old = mpf(0)
    for _ in range(400):
        y = v[:]
        for l in range(l_max, 0, -1):
            for s in (1, 2):
                if l - s >= 1:
                    y[l - s] -= factor[l, s] * y[l]
        for l in range(1, l_max + 1):
            for t in (1, 2):
                if l - t >= 1:
                    y[l] -= b[-t][l] * y[l - t]
            y[l] /= b[0][l]
        rate = 1 / y[1]
        if abs(rate - old) < mpf(10)**(-15) * abs(rate):
            return float(rate)
        old = rate
        v = [u * rate for u in y]
    raise RuntimeError("inverse iteration did not converge")


def brown_escapes(sigma, h=0.0):
    """High-barrier escape rates from the wells at x = +1 and x = -1."""
    pre = 2 * sigma**1.5 / np.sqrt(np.pi) * (1 - h*h)
    return (pre * (1 + h) * np.exp(-sigma * (1 + h)**2),
            pre * (1 - h) * np.exp(-sigma * (1 - h)**2))


def brown(sigma, h=0.0):
    return sum(brown_escapes(sigma, h))


def finite_volume(sigma, h, n):
    """Symmetrized position-space operator on n equal cells in x."""
    dx = 2 / n
    x = -1 + dx * (np.arange(n) + 0.5)
    face = -1 + dx * np.arange(1, n)
    weight = np.exp(sigma * (x*x + 2*h*x - 1))
    g = (1 - face**2) * np.exp(sigma * (face**2 + 2*h*face - 1)) / dx**2
    diag = np.zeros(n)
    diag[:-1] += g
    diag[1:] += g
    return x, weight, diag / weight, -g / np.sqrt(weight[:-1] * weight[1:])


def passage_bracket(sigma):
    """Weighted mean and maximum of the mean time to reach x = 0."""
    node, wt = np.polynomial.legendre.leggauss(200)
    y, wy = (node + 1) / 2, wt / 2
    z = y[:, None] + (1 - y[:, None]) * y[None, :]
    inner = np.exp(sigma * (z*z - 1)) @ wy
    grow = np.exp(sigma * (1 - y*y))
    longest = np.sum(wy * grow * inner / (1 + y))
    norm = np.sum(wy * np.exp(sigma * (y*y - 1)))
    mean = np.sum(wy * grow * inner**2 * (1 - y) / (1 + y)) / norm
    return mean, longest


# Axial drift: solve the implicit Landau-Lifshitz-Gilbert equation directly.
m = np.array([0.48, 0.64, 0.6])
field_vec, damp = np.array([0.0, 0.0, 1.7]), 0.3
cross_m = np.array([[0, -m[2], m[1]], [m[2], 0, -m[0]], [-m[1], m[0], 0]])
velocity = np.linalg.solve(np.eye(3) - damp * cross_m, -np.cross(m, field_vec))
assert abs(velocity[2] - damp/(1 + damp**2) * (1 - m[2]**2) * 1.7) < 1e-12

# Band entries against projections of the differential operator itself.
sig_t, h_t, size = 3.7, 0.23, 13
node, wt = np.polynomial.legendre.leggauss(60)
edge = Polynomial([1, 0, -1])
force = Polynomial([2 * sig_t * h_t, 2 * sig_t])
direct = np.zeros((size, size))
for k in range(size):
    pk = Legendre.basis(k).convert(kind=Polynomial)
    image = (edge * (pk.deriv() - force * pk)).deriv()
    for l in range(size):
        direct[l, k] = -(2*k + 1)/2 * np.sum(
            wt * eval_legendre(l, node) * image(node))
bt = legendre_bands(sig_t, h_t, 45)
banded = np.zeros((size, size))
for l in range(size):
    for k in range(-2, 3):
        if 0 <= l + k < size:
            banded[l, l + k] = bt[k][l]
assert np.max(np.abs(direct - banded)) < 1e-7

# The Boltzmann moments must be stationary.
boltz = np.exp(sig_t * (node**2 + 2*h_t*node))
boltz /= np.sum(wt * boltz)
c_eq = [np.sum(wt * boltz * eval_legendre(l, node)) for l in range(23)]
for l in range(20):
    flow = sum(bt[k][l] * c_eq[l + k] for k in range(-2, 3) if l + k >= 0)
    assert abs(flow) < 1e-10

# Eigenvalue against a position-space discretization, with field.
_, _, dg, off = finite_volume(6.0, 0.2, 2000)
low = eigh_tridiagonal(dg, off, select="i", select_range=(0, 1))[0]
lam_field_test = slowest_rate(6.0, 0.2)
assert abs(low[0]) < 1e-6
assert abs(low[1] / lam_field_test - 1) < 3e-4

# Flip probability from direct propagation of a state started at the pole.
xc, wc, dg, off = finite_volume(8.0, 0.0, 400)
ev, vec = eigh_tridiagonal(dg, off)
lam8 = slowest_rate(8.0)
for scaled_time in (0.3, 1.0, 2.0):
    decay = np.exp(-ev * scaled_time / lam8)
    prob = np.sqrt(wc) * (vec @ (decay * vec[-1])) / np.sqrt(wc[-1])
    flipped = np.sum(prob[xc < 0])
    assert abs(flipped - (1 - np.exp(-scaled_time)) / 2) < 5e-3

# Brown's formula: size of the first corrections, without and with field.
for s in (40.0, 80.0):
    rest = slowest_rate(s) / brown(s) - (1 - 1/s - 0.75/s**2)
    assert 1.9 < -rest * s**3 < 2.5
h_b = 0.1
corr = 0.5/(1 - h_b)**2 + (1 + 3*h_b**2) / (2 * (1 - h_b**2)**2)
measured = 80 * (1 - slowest_rate(80.0, h_b) / brown(80.0, h_b))
assert abs(measured - corr) < 0.05

# Worked example: rough parameters of a perpendicular CoFeB/MgO cell.
ev_j = const.e
k_b = const.k / ev_j
hbar = const.hbar / ev_j
mu_b = const.physical_constants["Bohr magneton in eV/T"][0]
diameter, thickness, aniso = 25.0, 2.0, 1.7e-3
moment_density, g_factor, alpha = 110.0, 2.1, 0.01
stiffness, temp, hot = 0.12, 300.0, 358.0
softening, stray, cells = 0.002, 0.010, 1e9
ten_years = 10 * const.Julian_year


def cell(d, k_eff, temperature):
    volume = np.pi / 4 * d**2 * thickness
    spin = moment_density * volume / g_factor
    diffusion = alpha * k_b * temperature / ((1 + alpha**2) * hbar * spin)
    return volume, spin, k_eff * volume / (k_b * temperature), diffusion


def flips(rate):
    return -cells * np.expm1(-rate * ten_years) / 2


volume, spin, sigma, diffusion = cell(diameter, aniso, temp)
lam = slowest_rate(sigma)
rate = lam * diffusion

brackets = {}
for s in (5.0, 20.0, 40.0, sigma):
    mean, longest = passage_bracket(s)
    inverse = 1 / slowest_rate(s)
    assert mean * (1 - 1e-10) <= inverse <= longest * (1 + 1e-10)
    brackets[s] = (mean, inverse, longest)
    if s >= 20:
        assert longest / mean - 1 < 1e-6

# Cutoff needed for a relative error of one part in a million.
needed = {}
for s in (20.0, 40.0, sigma):
    reference = slowest_rate(s)
    cutoff = (int(3 * s) + 20) | 1
    assert abs(slowest_rate(s, 0, cutoff) / reference - 1) < 1e-6
    while abs(slowest_rate(s, 0, cutoff - 2) / reference - 1) < 1e-6:
        cutoff -= 2
    needed[s] = cutoff
assert needed[20.0] < needed[40.0] < needed[sigma]

# The same odd block in ordinary double precision loses the eigenvalue.
l_top = int(4 * sigma) + 40
bd = legendre_bands(sigma, 0.0, l_top)
odd = list(range(1, l_top + 1, 2))
block = np.diag([bd[0][l] for l in odd])
block += np.diag([bd[2][l] for l in odd[:-1]], 1)
block += np.diag([bd[-2][l] for l in odd[1:]], -1)
double_value = np.min(np.abs(np.linalg.eigvals(block)))
assert double_value > 1e3 * lam

# Effects left out of the basic example.
_, _, sigma_hot, diff_hot = cell(diameter, aniso, hot)
rate_hot = slowest_rate(sigma_hot) * diff_hot
soft_aniso = aniso * (1 - softening * (hot - temp))
_, _, sigma_soft, diff_soft = cell(diameter, soft_aniso, hot)
rate_soft = slowest_rate(sigma_soft) * diff_soft
_, _, sigma_small, diff_small = cell(0.95 * diameter, aniso, temp)
rate_small = slowest_rate(sigma_small) * diff_small

aniso_field = 2 * aniso / (moment_density * mu_b)
h = stray / aniso_field
lam_stray = slowest_rate(sigma, h)
grid, gw = np.polynomial.legendre.leggauss(200)


def well_weight(lo, hi):
    x = lo + (hi - lo) * (grid + 1) / 2
    return (hi - lo)/2 * np.sum(gw * np.exp(sigma * (x*x + 2*h*x - 1)))


up, down = well_weight(-h, 1), well_weight(-1, -h)
escape_bad = lam_stray * up / (up + down)
assert abs(escape_bad / brown_escapes(sigma, h)[1] - 1) < 0.03

angle = np.linspace(0, np.pi / 2, 200001)
energy = np.sin(angle)**2 - 2 * h * np.sin(angle)
assert abs(energy[-1] - energy.min() - (1 - h)**2) < 1e-8
transverse_factor = np.exp(sigma * (1 - (1 - h)**2))

# Largest disc whose uniform saddle is stable against non-uniform modes.
mode = min([jn_zeros(1, 1)[0]] + [jnp_zeros(n, 1)[0] for n in range(1, 6)])
coherent_limit = 2 * mode * np.sqrt(stiffness / aniso)


def saddle_change(d):
    radius, amp = d / 2, 0.01
    r = radius * (grid[:, None] + 1) / 2
    phi = 2 * np.pi * np.arange(64)[None, :] / 64
    k = mode / radius
    tilt = amp * jv(1, k * r) * np.cos(phi)
    grad2 = amp**2 * ((k * jvp(1, k * r) * np.cos(phi))**2
                      + (jv(1, k * r) / r * np.sin(phi))**2)
    density = stiffness * grad2 - aniso * np.sin(tilt)**2
    return np.sum(gw[:, None] * r * density) * radius/2 * 2*np.pi/64


assert saddle_change(0.95 * coherent_limit) > 0
assert saddle_change(1.05 * coherent_limit) < 0
assert diameter < coherent_limit
quantum = g_factor * mu_b * aniso_field
assert quantum < 0.01 * k_b * temp


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("cell diameter", diameter, "nm")
show("cell thickness", thickness, "nm")
show("effective anisotropy", aniso, "eV/nm^3")
show("moment density", moment_density, "Bohr magnetons/nm^3")
show("g factor", g_factor)
show("damping alpha", alpha)
show("temperature", temp, "K")
show("volume", volume, "nm^3")
show("spin length S", spin, "hbar")
show("barrier", aniso * volume, "eV")
show("thermal energy", k_b * temp, "eV")
show("sigma", sigma, digits=6)
show("diffusion rate D", diffusion, "1/s")
show("lambda from band matrix", lam, "(units of D)", 7)
show("lambda from Brown", brown(sigma), "(units of D)", 7)
show("lambda from double precision", double_value, "(units of D)", 2)
for cut in (81, 101, 121, 141):
    error = slowest_rate(sigma, 0, cut) / lam - 1
    show(f"relative truncation error, l_max {cut}", error, digits=3)
for s, cut in needed.items():
    print(f"l_max for 1e-6 accuracy at sigma {s:.2f}: {cut}")
for s in (5.0, 10.0, 20.0, 40.0, 80.0):
    show(f"lambda/Brown at sigma {s:g}", slowest_rate(s) / brown(s), digits=6)
show("lambda/Brown for the cell", lam / brown(sigma), digits=6)
for name, value in zip(("lower bound", "1/lambda", "upper bound"), brackets[5.0]):
    show(f"{name} at sigma 5", value, "(units of 1/D)", 6)
show("relaxation rate", rate, "1/s")
show("relaxation time", 1 / rate, "s")
show("relaxation time", 1 / rate / const.Julian_year, "years")
show("escape prefactor", rate / 2 * np.exp(sigma), "1/s")
show("number of cells", cells)
show("expected flips in 10 years, 300 K", flips(rate), digits=4)
show("sigma at 358 K, fixed anisotropy", sigma_hot)
show("expected flips in 10 years, 358 K", flips(rate_hot), digits=4)
show("assumed anisotropy loss", 100 * softening, "percent/K")
show("sigma at 358 K, softened", sigma_soft)
show("expected flips, 358 K, softened", flips(rate_soft), digits=4)
show("rate factor, diameter 5 percent smaller", rate_small / rate, digits=4)
show("anisotropy field", aniso_field, "T")
show("stray field", stray, "T")
show("reduced stray field h", h)
show("escape factor, opposing axial stray field", escape_bad/(lam/2), digits=4)
show("barrier factor, transverse stray field", transverse_factor, digits=4)
show("exchange stiffness", stiffness, "eV/nm")
show("largest diameter for uniform saddle", coherent_limit, "nm", 4)
show("precession quantum", quantum, "eV", 4)
show("precession quantum / thermal energy", quantum / (k_b * temp), digits=3)
print("success")
```

Output:

```
cell diameter: 25 nm
cell thickness: 2 nm
effective anisotropy: 0.0017 eV/nm^3
moment density: 110 Bohr magnetons/nm^3
g factor: 2.1
damping alpha: 0.01
temperature: 300 K
volume: 981.75 nm^3
spin length S: 51425 hbar
barrier: 1.669 eV
thermal energy: 0.025852 eV
sigma: 64.5587
diffusion rate D: 7.6368e+06 1/s
lambda from band matrix: 1.056998e-25 (units of D)
lambda from Brown: 1.073833e-25 (units of D)
lambda from double precision: 1.7e-12 (units of D)
relative truncation error, l_max 81: -5.27e+06
relative truncation error, l_max 101: -0.000429
relative truncation error, l_max 121: -1.33e-15
relative truncation error, l_max 141: 0
l_max for 1e-6 accuracy at sigma 20.00: 39
l_max for 1e-6 accuracy at sigma 40.00: 69
l_max for 1e-6 accuracy at sigma 64.56: 107
lambda/Brown at sigma 5: 0.796473
lambda/Brown at sigma 10: 0.889567
lambda/Brown at sigma 20: 0.947809
lambda/Brown at sigma 40: 0.974497
lambda/Brown at sigma 80: 0.987379
lambda/Brown for the cell: 0.984322
lower bound at sigma 5: 7.29923 (units of 1/D)
1/lambda at sigma 5: 7.38518 (units of 1/D)
upper bound at sigma 5: 7.56794 (units of 1/D)
relaxation rate: 8.0721e-19 1/s
relaxation time: 1.2388e+18 s
relaxation time: 3.9256e+10 years
escape prefactor: 4.3998e+09 1/s
number of cells: 1e+09
expected flips in 10 years, 300 K: 0.1274
sigma at 358 K, fixed anisotropy: 54.099
expected flips in 10 years, 358 K: 4052
assumed anisotropy loss: 0.2 percent/K
sigma at 358 K, softened: 47.824
expected flips, 358 K, softened: 1.782e+06
rate factor, diameter 5 percent smaller: 513.6
anisotropy field: 0.53399 T
stray field: 0.01 T
reduced stray field h: 0.018727
escape factor, opposing axial stray field: 10.76
barrier factor, transverse stray field: 10.97
exchange stiffness: 0.12 eV/nm
largest diameter for uniform saddle: 30.94 nm
precession quantum: 6.491e-05 eV
precession quantum / thermal energy: 0.00251
success
```
